\section*{The 2n+1 theorem at third order in density-functional perturbation theory}

\section{The difficulty}

A third-order energy describes the lowest-order nonlinearities of an insulator: the quadratic part of its induced dipole, which vanishes if there is an inversion centre, or the change of its polarisability along a distortion. Expanding the energy directly to third order in a perturbation produces terms that contain the second- and third-order changes of every occupied orbital. Linear-response calculations do not provide these. Computing them costs a further set of self-consistent equations, and simply discarding them gives a wrong number. In the molecule treated below, the third-order coefficient is $-0.972$ atomic units (a.u.). If the third-order orbitals are eliminated correctly but every remaining term with a second-order orbital is dropped, the result is $-1.369$ a.u., too large in magnitude by 41\%. (This wrong value depends on the choice of first-order orbitals; here they are orthogonal to the occupied space.)

The theorem below states what survives when the second-order orbitals are removed. Their components outside the occupied space cancel. Their components inside it do not cancel, but orthonormality expresses them through first-order orbitals.

\section{Setting and statement}

Let $N$ orthonormal orbitals $\psi_i(\lambda)$, each with fixed occupation $f$ ($f=2$ for closed shells), minimise
\begin{equation}
E(\lambda)=f\sum_i\langle\psi_i|h(\lambda)|\psi_i\rangle+G[n],\qquad n=f\sum_i|\psi_i|^2. \label{E}
\end{equation}
Here $h=h_0+\lambda h_1+\lambda^2h_2+\lambda^3h_3+\dots$ is the one-electron operator, and $G$ contains the Hartree and exchange-correlation energies. Subscripts number plain Taylor coefficients, without factorials:
\begin{equation}
|\psi_i\rangle=|i_0\rangle+\lambda|i_1\rangle+\lambda^2|i_2\rangle+\dots,\qquad E=E_0+\lambda E_1+\lambda^2E_2+\dots
\end{equation}

\paragraph{Assumptions.} (a) The exchange-correlation part of $G$ is a local or semilocal density functional, three times differentiable near $n_0$. The Hartree part is quadratic in $n$ and contributes to $K$ but not to $K_3$. (b) Occupied and empty levels are separated by a gap, and the minimum is nondegenerate, so that the orbitals can be chosen smooth in $\lambda$. (c) The basis and its overlap do not depend on $\lambda$.

Let $v$, $K$ and $K_3$ be the first, second and third functional derivatives of $G$ at $n_0$. Define $H_0=h_0+v$ and
\begin{equation}
H_1=h_1+v_1,\qquad v_1(\mathbf r)=\int K(\mathbf r,\mathbf r')\,n_1(\mathbf r')\,d\mathbf r'.
\end{equation}
The unperturbed orbitals are chosen canonical, $H_0|i_0\rangle=\varepsilon_i|i_0\rangle$.

\paragraph{Theorem.} If the first-order orbitals satisfy the self-consistent Sternheimer equation
\begin{equation}
(H_0-\varepsilon_i)|i_1\rangle+H_1|i_0\rangle=\sum_j|j_0\rangle\Lambda_{ji}, \label{S}
\end{equation}
with $j$ running over occupied orbitals, then
\begin{align}
E_3={}&f\sum_i\langle i_1|H_1|i_1\rangle-f\sum_{ij}\Lambda_{ji}\langle i_1|j_1\rangle+\frac16\iiint K_3\,n_1n_1n_1\nonumber\\
&+2f\,\mathrm{Re}\sum_i\langle i_0|h_2|i_1\rangle+f\sum_i\langle i_0|h_3|i_0\rangle. \label{T}
\end{align}

Equation (\ref{S}) is the first-order part of the minimum condition. Making $E-f\sum_{ij}\Lambda_{ji}(\lambda)(\langle\psi_i|\psi_j\rangle-\delta_{ij})$ stationary with respect to $\langle\psi_i|$ gives $H(\lambda)|\psi_i\rangle=\sum_j|\psi_j\rangle\Lambda_{ji}(\lambda)$. At $\lambda=0$ the multiplier matrix is $\varepsilon_i\delta_{ij}$. The terms linear in $\lambda$ are therefore
\begin{equation}
H_0|i_1\rangle+H_1|i_0\rangle=\varepsilon_i|i_1\rangle+\sum_j|j_0\rangle\Lambda_{ji},
\end{equation}
where $\Lambda$ without argument denotes the first-order matrix. This is (\ref{S}).

\section{Two lemmas}

Orthonormality holds at each power of $\lambda$. The first three orders give
\begin{align}
\langle i_0|j_1\rangle+\langle i_1|j_0\rangle&=0,\label{O1}\\
\langle i_0|j_2\rangle+\langle i_1|j_1\rangle+\langle i_2|j_0\rangle&=0,\label{O2}\\
2\,\mathrm{Re}\left(\langle i_0|i_3\rangle+\langle i_1|i_2\rangle\right)&=0,\label{O3}
\end{align}
where the last line is needed for $j=i$ only.

\paragraph{Lemma 1.} The matrix $\Lambda$ is Hermitian.

\emph{Proof.} Project (\ref{S}) on $\langle j_0|$ and write $a_{ji}=\langle j_0|i_1\rangle$:
\begin{equation}
\Lambda_{ji}=(\varepsilon_j-\varepsilon_i)a_{ji}+\langle j_0|H_1|i_0\rangle. \label{L}
\end{equation}
Equation (\ref{O1}) says $a_{ij}=-a_{ji}^*$, hence $a_{ij}^*=-a_{ji}$. Exchanging the indices in (\ref{L}) and conjugating gives
\begin{equation}
\Lambda_{ij}^*=(\varepsilon_i-\varepsilon_j)(-a_{ji})+\langle j_0|H_1|i_0\rangle=\Lambda_{ji}.\qquad\square
\end{equation}

\paragraph{Lemma 2.} For any smooth orthonormal family that starts from the $|i_0\rangle$, whether or not it satisfies (\ref{S}),
\begin{align}
E_3={}&A+2f\,\mathrm{Re}\sum_i\langle i_2|\Big[(H_0-\varepsilon_i)|i_1\rangle+H_1|i_0\rangle\Big],\label{R}\\
A={}&f\sum_i\Big(\langle i_1|H_1|i_1\rangle+2\,\mathrm{Re}\langle i_0|h_2|i_1\rangle+\langle i_0|h_3|i_0\rangle\Big)+\frac16\iiint K_3n_1n_1n_1.\nonumber
\end{align}

\emph{Proof.} In $\langle\psi_i|h|\psi_i\rangle$ the coefficient of $\lambda^3$ collects all products whose orders add to three:
\begin{align}
&2\,\mathrm{Re}\langle i_0|h_0|i_3\rangle+2\,\mathrm{Re}\langle i_1|h_0|i_2\rangle+2\,\mathrm{Re}\langle i_0|h_1|i_2\rangle\nonumber\\
&+\langle i_1|h_1|i_1\rangle+2\,\mathrm{Re}\langle i_0|h_2|i_1\rangle+\langle i_0|h_3|i_0\rangle. \label{one}
\end{align}
The density coefficients are
\begin{align}
n_1&=2f\,\mathrm{Re}\sum_i i_0^*i_1,\qquad n_2=f\sum_i\left(2\,\mathrm{Re}\,i_0^*i_2+|i_1|^2\right),\nonumber\\
n_3&=2f\,\mathrm{Re}\sum_i\left(i_0^*i_3+i_1^*i_2\right).
\end{align}
Insert $\delta n=\lambda n_1+\lambda^2n_2+\lambda^3n_3$ into the Taylor series of $G$. The quadratic term carries a factor $\frac12$, but $n_1n_2$ occurs twice and $K$ is symmetric, so
\begin{equation}
G_3=\int v\,n_3+\iint K\,n_1n_2+\frac16\iiint K_3\,n_1n_1n_1. \label{G3}
\end{equation}
The first term of (\ref{G3}) changes $h_0$ into $H_0$ in the first two terms of (\ref{one}). The second is
\begin{equation}
\iint Kn_1n_2=\int v_1n_2=f\sum_i\left(2\,\mathrm{Re}\langle i_0|v_1|i_2\rangle+\langle i_1|v_1|i_1\rangle\right),
\end{equation}
which changes $h_1$ into $H_1$ in the next two. Thus
\begin{equation}
E_3=A+2f\,\mathrm{Re}\sum_i\left(\langle i_0|H_0|i_3\rangle+\langle i_1|H_0|i_2\rangle+\langle i_0|H_1|i_2\rangle\right).
\end{equation}
Since $\langle i_0|H_0=\varepsilon_i\langle i_0|$, the first bracketed term is $\varepsilon_i\langle i_0|i_3\rangle$. By (\ref{O3}) its real part equals $-\varepsilon_i\mathrm{Re}\langle i_1|i_2\rangle$. The third-order orbitals are gone, and $H_0$ has become $H_0-\varepsilon_i$ between $i_1$ and $i_2$. Reversing the matrix elements inside the real part gives (\ref{R}). $\square$

\section{Proof of the theorem}

By (\ref{S}), the square bracket in (\ref{R}) has no component outside the occupied space. The part of $|i_2\rangle$ outside that space therefore has coefficient zero. What remains is
\begin{equation}
2f\,\mathrm{Re}\sum_{ij}\Lambda_{ji}\langle i_2|j_0\rangle=f\sum_{ij}\left(\Lambda_{ji}\langle i_2|j_0\rangle+\Lambda_{ji}^*\langle j_0|i_2\rangle\right).
\end{equation}
In the second term use $\Lambda_{ji}^*=\Lambda_{ij}$ from Lemma 1 and exchange the names $i$ and $j$. It becomes $\Lambda_{ji}\langle i_0|j_2\rangle$. Equation (\ref{O2}) then gives
\begin{equation}
f\sum_{ij}\Lambda_{ji}\left(\langle i_2|j_0\rangle+\langle i_0|j_2\rangle\right)=-f\sum_{ij}\Lambda_{ji}\langle i_1|j_1\rangle. \label{fin}
\end{equation}
Adding $A$ yields (\ref{T}). $\square$

\paragraph{Remark 1 (gauge).} A $\lambda$-dependent unitary rotation among occupied orbitals changes $|i_1\rangle$ by occupied components, but not the density or the energy. The proof made no choice of these components, so (\ref{T}) holds for each choice, provided $\Lambda$ is taken from (\ref{L}) with both terms. In the parallel-transport gauge, $\langle j_0|i_1\rangle=0$, it reduces to $\Lambda_{ji}=\langle j_0|H_1|i_0\rangle$.

\paragraph{Remark 2 (one independent particle).} Put $G=0$, $N=f=1$ and $h_2=h_3=0$. Then $\Lambda=\langle0_0|h_1|0_0\rangle=E_1$ in the parallel-transport gauge, and (\ref{T}) becomes $E_3=\langle0_1|(h_1-E_1)|0_1\rangle$, the third-order formula of Rayleigh--Schr\"odinger theory. The overlap term generalises the subtraction of $E_1$.

\section{What the Sternheimer condition secures}

\paragraph{Proposition 1.} Let trial first-order orbitals leave a residual $|R_i\rangle$, the component of $(H_0-\varepsilon_i)|i_1\rangle+H_1|i_0\rangle$ outside the occupied space, with $H_1$ built from the same trial orbitals. Changing $|i_2\rangle$ by $|X_i\rangle$ outside the occupied space changes the third-order trial energy by
\begin{equation}
\Delta E_3=2f\,\mathrm{Re}\sum_i\langle X_i|R_i\rangle. \label{X}
\end{equation}

\emph{Proof.} Lemma 2 does not use (\ref{S}), $A$ does not contain $|i_2\rangle$, and (\ref{R}) is linear in $\langle i_2|$. The change of $|i_3\rangle$ needed to keep orthonormality is already accounted for by (\ref{O3}). $\square$

With a nonzero residual, $\Delta E_3$ can be made as negative as one likes. This does not contradict the minimum principle: such a trial state has a second-order energy above the true $E_2$, and for small enough $|\lambda|$ that excess dominates.

\paragraph{Proposition 2.} Orthonormal orbitals that are correct through first order give an energy above the minimum by $O(\lambda^4)$.

\emph{Proof.} The energy depends on the occupied space alone. The trial space differs from the minimising one by an amount $\kappa=O(\lambda^2)$. At the minimum the term linear in $\kappa$ vanishes, so the excess begins with a positive quadratic form in $\kappa$, which is $O(\lambda^4)$. $\square$

This is the variational reason behind the theorem: a second-order error of the orbitals cannot reach the third-order energy. An error in $|i_1\rangle$ itself can. Formula (\ref{T}) is not stationary in the first-order orbitals, and its error is in general linear in theirs, and the relative error of $E_3$ can be much larger than that of the orbitals. The Sternheimer equation must therefore be converged until $E_3$ itself no longer changes at the accuracy wanted.

\section{A hydrogen ring in an electric field}

Six hydrogen atoms lie on a circle of radius 0.1007 nm, with neighbour distances alternating between 0.080 and 0.120 nm. The nuclei are held fixed; the geometry is chosen, not relaxed. The functional is the local-density approximation (LDA) with Slater exchange and VWN correlation, in the 6-31G** basis of 30 functions. The smallest difference between an empty and an occupied level is 10.2 eV.

A field $F$ along $x$, through the midpoint of a short bond, acts on electrons of charge $-1$ a.u. as $h_1=x$ with $\lambda=F$, and $h_2=h_3=0$. The nuclear contribution vanishes because the nuclear charge is centred at the origin. With $E=E_0-\frac12\alpha F^2-\frac16\beta F^3+\dots$, the coefficients mean $\alpha=-2E_2$ and $\beta=-6E_3$.

Symmetry permits a third-order term. For fields in the plane of the ring, the threefold axis and the mirror $y\to-y$ leave one cubic form, $F_x^3-3F_xF_y^2$. An in-plane field at angle $\theta$ to $x$ therefore has coefficient $E_3\cos3\theta$, which vanishes along $y$. For equal bond lengths an inversion centre appears and $E_3=0$ in all directions.

\paragraph{The value.} In atomic units, the first three terms of (\ref{T}) are
\begin{equation}
E_3=-1.694437+0.396775+0.325617=-0.972045.
\end{equation}
For comparison, the energy was minimised separately at $F=0$, $\pm0.003$, $\pm0.006$ and $\pm0.009$ a.u. Fitting its odd part with $F$, $F^3$ and $F^5$ gives $E_3=-0.972043$ a.u. Both values use the same integration grid, so their agreement tests the identity, not the convergence of $E_3$ with the grid. To two digits, $\beta\approx5.8$ a.u. at this level of theory.

\paragraph{The cancellation.} The self-consistent orbitals in these fields also supply $|i_2\rangle$, which the formula never uses. In the parallel-transport gauge, the terms of (\ref{R}) that contain it are, in atomic units,
\begin{align}
2f\,\mathrm{Re}\sum_i\langle i_2|(H_0-\varepsilon_i)|i_1\rangle&=+1.640023,\nonumber\\
2f\,\mathrm{Re}\sum_i\langle i_2|H_1|i_0\rangle_{\text{outside}}&=-1.640023,\nonumber\\
2f\,\mathrm{Re}\sum_i\langle i_2|H_1|i_0\rangle_{\text{inside}}&=+0.396775,
\end{align}
where ``outside'' and ``inside'' refer to the component of $|i_2\rangle$ relative to the occupied space. The first two cancel. The third equals the overlap term, as (\ref{fin}) requires. Each cancelling piece is larger than $|E_3|$.

\paragraph{Breaking the condition.} Trial orbitals $|i_0\rangle+F|i_1\rangle+F^2|X_i\rangle$ were orthonormalised and put directly into (\ref{E}). With the correct $|i_1\rangle$, the third-order coefficient is $-0.972045$ a.u. for $X=0$ and $-0.972044$ a.u. for a random $X$ outside the occupied space with the norm of the true second-order change. If instead $|i_1\rangle$ is computed without the induced potential $v_1$, the two values are $-1.183$ and $-3.993$ a.u. Their difference is $-2.809587$ a.u., and (\ref{X}) predicts $-2.809591$ a.u.

For the correct $|i_1\rangle$ and $X=0$, the energy excess, averaged over the two field signs, is $2.963\times10^{-9}$ hartree at $0.003$ a.u. and $4.740\times10^{-8}$ hartree at $0.006$ a.u. The ratio is 16.00, the fourth power of two found in Proposition 2.

\paragraph{Sensitivity and gauge.} Making $|i_1\rangle$ 1\% too large changes $E_3$ by 1.80\%, and 0.5\% too large by 0.90\%: the error is linear. The factor 1.8 belongs to this uniform scaling only; errors of other shapes can be amplified far more. For the scaling, the factor has a simple reading. Write $E_3=Q+C$, where $Q$ collects the terms quadratic in $|i_1\rangle$, which contain $h_1$, and $C$ the cubic terms, which contain the induced potential and $K_3$. The slope $(2Q+3C)/E_3=2+C/E_3$ then gives $C\approx-0.2E_3$, so the interaction terms partly oppose the bare ones. Adding occupied components to $|i_1\rangle$ with a random antisymmetric coefficient matrix, as (\ref{O1}) requires for real orbitals, and taking $\Lambda$ from (\ref{L}), leaves $E_3=-0.972045$ a.u.

\paragraph{A curved path.} The last two terms of (\ref{T}) matter when the perturbation is not linear in $\lambda$. With $h_2=0.5(x^2-y^2)$ and $h_3=0.05r^2$ in atomic units,
\begin{equation}
E_3=-0.972045+4.673696+1.795699=5.497350\ \text{a.u.},
\end{equation}
against $5.497345$ a.u. from minimised energies along the same path.

\section{Size at a capacitor field, and limits}

Ferroelectric hafnia capacitors work at fields of a few MV/cm. Take 3.0 MV/cm, which is $F=5.8341\times10^{-4}$ a.u. For the ring in the 6-31G** basis, whose inadequacy for $E_3$ is discussed below, this gives
\begin{align}
E_2F^2&=-8.2318\times3.4037\times10^{-7}\ \text{hartree}=-7.62\times10^{4}\ \text{neV},\nonumber\\
E_3F^3&=-0.97205\times1.9857\times10^{-10}\ \text{hartree}=-5.25\ \text{neV}.
\end{align}
In this basis the third-order energy is $7\times10^{-5}$ of the second-order one, and the fourth-order energy, $-0.053$ neV, is 1\% of the third. Both ratios depend on the basis. With diffuse functions (aug-cc-pVDZ, aug-cc-pVTZ) $E_2$ is about $-11.7$ a.u., the first ratio is $1.2$ to $1.5\times10^{-4}$, and the fourth-order energy is 5 to 7\% of the third. The series remains well ordered at this field. Field ionisation is negligible: for a triangular barrier as high as the highest occupied level is deep (8.75 eV), the tunnelling factor is $e^{-590}$. Halving that depth would still leave an exponent of about 208.

The physical value of $E_3$ is far less certain than the identity that yields it. The aug-cc-pVDZ basis, which adds diffuse functions, gives $-3.03$ a.u., three times the 6-31G** value, so the smaller basis is unsuitable for predicting this coefficient. This value is not converged either: aug-cc-pVTZ gives about $-2.35$ a.u., a shift of 0.7 a.u. The theorem holds within each fixed basis; it does not make a basis adequate. In 6-31G**, Hartree--Fock gives $-1.23$ a.u., 27\% larger in magnitude than LDA. Lengthening the short distance by 5\% at fixed long distance gives $-0.91$ a.u., a reduction of 6\%.

The ring is not a model of hafnia; it shares with the polar phase the absence of an inversion centre, which permits a third-order term. A real capacitor also breaks the assumption of fixed nuclei. The static dielectric constant of hafnia is roughly 20 to 30 and its electronic part roughly 4 to 5, so ionic motion multiplies the linear susceptibility several times. The corresponding factor for the third-order response is not determined here. Atomic displacements can be included as further perturbations, but polarisation switching moves the crystal between different minima and lies outside a Taylor series about one of them.

Formula (\ref{T}) itself does not carry over unchanged to some common cases. In a metal, occupations respond to the perturbation and add terms. If basis functions move with displaced atoms, the overlap depends on $\lambda$, and (\ref{O1})--(\ref{O3}) acquire its derivatives. In a periodic solid under a uniform field, $x$ is not a lattice-periodic operator; the field must couple to the polarisation expressed through the occupied Bloch states, and the explicit terms of (\ref{T}) have to be derived again from that energy. The complete values for the ring are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
short H-H distance: 0.080 nm
long H-H distance: 0.120 nm
ring radius: 0.1007 nm
basis functions, 6-31G**: 30
zero-field energy: -3.364191 hartree
highest occupied level: -8.752 eV
occupied-empty level gap: 10.185 eV
field step of finite differences: 0.0030 a.u.
E2 formula: -8.231773 a.u.
E2 finite fields: -8.231773 a.u.
E3 term <1|H1|1>: -1.694437 a.u.
E3 term multiplier-overlap: 0.396775 a.u.
E3 term K3 n1^3 / 6: 0.325617 a.u.
E3 formula, sum: -0.972045 a.u.
E3 finite fields: -0.972043 a.u.
relative error of psi1 against finite fields: 5.4e-10
norm of psi1: 2.5514 a.u.
norm of psi2: 6.1703 a.u.
psi2 piece with H0-e: 1.640023 a.u.
psi2 piece with H1, unoccupied part: -1.640023 a.u.
psi2 piece with H1, occupied part: 0.396775 a.u.
trial E3, right psi1, no psi2: -0.972045 a.u.
trial E3, right psi1, random psi2: -0.972044 a.u.
trial E3, bare psi1, no psi2: -1.183041 a.u.
trial E3, bare psi1, random psi2: -3.992627 a.u.
shift by random psi2, from energies: -2.809587 a.u.
shift by random psi2, from residual: -2.809591 a.u.
trial energy excess at one step: 2.963e-09 hartree
trial energy excess at two steps: 4.740e-08 hartree
ratio of the excesses: 16.00
E3 in a rotated gauge: -0.972045 a.u.
E3 change for psi1 1% too large: 1.80 %
E3 change for psi1 0.5% too large: 0.90 %
curved path, h2 term: 4.673696 a.u.
curved path, h3 term: 1.795699 a.u.
curved path, E3 formula: 5.497350 a.u.
curved path, E3 finite differences: 5.497345 a.u.
example field: 3.0 MV/cm
example field in atomic units: 5.8341e-04 a.u.
second-order energy at example field: -76240.81 neV
third-order energy at example field: -5.2523 neV
fourth-order energy at example field: -0.05271 neV
E3 with aug-cc-pVDZ: -3.0258 a.u.
E3 with Hartree-Fock, 6-31G**: -1.2298 a.u.
E3 with short distance 5% longer: -0.9097 a.u.
field-ionisation exponent at example field: 590
\end{verbatim}
